# Transition dipoles between overlapping Delta-SCF determinants depend on the origin: a numerical check

```python
"""Transition dipoles between non-orthogonal Delta-SCF determinants.

Result under test, for real states 0 and 1 with overlap s, N electrons,
electronic dipole matrix M, nuclear dipole mu_n and total charge Q:
  moving the molecule by a changes M01 by -N*a*s;
  D01 = M01 + mu_n*s changes by Q*a*s;
  L01 = (M01 - s*(M00+M11)/2)/(1-s*s), from symmetric
  orthogonalisation, does not change for any Q.
All dipoles are z components in atomic units (e*bohr).
Four-electron states are explicit tensors psi[p,q,r,t]: p,q are the
alpha electrons and r,t the beta electrons, in an orthonormal basis.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, fci, ao2mo

N_ELECTRONS = 4
DISPLACEMENT = 10.0


def pair_function(orbitals):
    first, second = orbitals.T
    return (np.outer(first, second) - np.outer(second, first)) / np.sqrt(2)


def determinant_tensor(alpha, beta):
    return np.einsum('pq,rt->pqrt', pair_function(alpha), pair_function(beta))


def sum_over_electrons(operator, psi):
    result = np.zeros_like(psi)
    for axis in range(N_ELECTRONS):
        term = np.tensordot(operator, psi, axes=(1, axis))
        result += np.moveaxis(term, 0, axis)
    return result


def gram(states):
    return np.array([[np.vdot(a, b) for b in states] for a in states])


def electronic_dipoles(z, states):
    moved = [-sum_over_electrons(z, b) for b in states]
    return np.array([[np.vdot(a, b) for b in moved] for a in states])


def position_data(mol, basis, displacement):
    """z matrix and nuclear dipole after rigidly moving the molecule."""
    coords = mol.atom_coords() + np.array([0.0, 0.0, displacement])
    moved = mol.set_geom_(coords, unit='Bohr', inplace=False)
    z = basis.T @ moved.intor('int1e_r')[2] @ basis
    return z, float(moved.atom_charges() @ moved.atom_coords()[:, 2])


def symmetric_formula(m, s):
    return (m[0, 1] - s * (m[0, 0] + m[1, 1]) / 2) / (1 - s**2)


def fixed_ground_formula(m, s):
    return (m[0, 1] - s * m[0, 0]) / np.sqrt(1 - s**2)


def symmetric_states(states):
    values, vectors = np.linalg.eigh(gram(states))
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T
    return list(np.tensordot(inverse_root, np.array(states), axes=(1, 0)))


def relaxed_excited_state(mol, ground, particle):
    """Maximum-overlap SCF; damped starts are used only if needed."""
    start = np.array([ground.mo_coeff, ground.mo_coeff])
    occupation = np.zeros((2, ground.mo_coeff.shape[1]))
    occupation[0, [0, particle]] = 1
    occupation[1, [0, 1]] = 1
    for damping, diis_start in ((0.0, 1), (0.3, 8), (0.6, 15)):
        mf = scf.UHF(mol)
        mf.verbose = 0
        mf.conv_tol = 1e-11
        mf.conv_tol_grad = 1e-6
        mf.max_cycle = 300
        mf.damp = damping
        mf.diis_start_cycle = diis_start
        mf = scf.addons.mom_occ(mf, start, occupation)
        mf.kernel(mf.make_rdm1(start, occupation))
        if mf.converged and mf.e_tot > ground.e_tot + 0.03:
            return mf
    raise RuntimeError('excited SCF solution not found')


def full_ci_transition(mol, ground, z, z_moved):
    c = ground.mo_coeff
    n = c.shape[1]
    solver = fci.direct_spin0.FCI(mol)
    solver.verbose = 0
    solver.nroots = 3
    solver.max_cycle = 200
    solver.conv_tol = 1e-11
    energies, vectors = solver.kernel(
        c.T @ ground.get_hcore() @ c, ao2mo.kernel(mol, c), n,
        N_ELECTRONS, ecore=mol.energy_nuc())
    assert np.all(solver.converged)
    for k in (1, 2):
        density = fci.direct_spin1.trans_rdm1(
            vectors[0], vectors[k], n, (2, 2))
        dipole = -np.sum(z * density)
        if abs(dipole) > 1e-2:
            assert abs(np.vdot(vectors[0], vectors[k])) < 1e-7
            assert abs(dipole + np.sum(z_moved * density)) < 1e-5
            return energies[k] - energies[0], abs(dipole)
    raise RuntimeError('no sigma transition among the computed roots')


def close(a, b, tolerance=1e-8):
    assert abs(a - b) < tolerance, (a, b)


def study(name, heavy_atom, bond, charge):
    mol = gto.M(atom=[[heavy_atom, (0, 0, 0)], ['H', (0, 0, bond)]],
                unit='Bohr', basis='6-31g**', charge=charge, verbose=0)
    ground = scf.RHF(mol)
    ground.conv_tol = 1e-12
    ground.kernel()
    assert ground.converged
    basis = ground.mo_coeff
    n = basis.shape[1]
    s_rows = [i for i, label in enumerate(mol.ao_labels(fmt=None))
              if label[2].endswith('s')]
    particle = next(k for k in range(2, n)
                    if np.max(np.abs(basis[s_rows, k])) > 1e-3)
    excited = relaxed_excited_state(mol, ground, particle)
    gradient = excited.get_grad(excited.mo_coeff, excited.mo_occ)
    assert np.linalg.norm(gradient) < 1e-5

    # Excited orbitals expressed in the orthonormal ground-state orbitals.
    to_basis = basis.T @ mol.intor('int1e_ovlp')
    alpha, beta = [to_basis @ excited.mo_coeff[k][:, excited.mo_occ[k] > 0]
                   for k in (0, 1)]
    if np.linalg.det(alpha[:2]) * np.linalg.det(beta[:2]) < 0:
        alpha[:, 0] *= -1
    unit = np.eye(n)
    psi0 = determinant_tensor(unit[:, :2], unit[:, :2])
    psi1 = determinant_tensor(alpha, beta)
    states = [psi0, psi1]
    s = gram(states)[0, 1]
    assert 1e-3 < s < 1

    z, nuclear = position_data(mol, basis, 0.0)
    z_far, nuclear_far = position_data(mol, basis, DISPLACEMENT)
    m = electronic_dipoles(z, states)
    m_far = electronic_dipoles(z_far, states)

    # Determinant formula against the explicit four-electron integral.
    det_overlap = np.linalg.det(alpha[:2]) * np.linalg.det(beta[:2])
    trace = sum(np.trace(np.linalg.solve(c[:2], z[:2] @ c))
                for c in (alpha, beta))
    close(det_overlap, s)
    close(-det_overlap * trace, m[0, 1])

    # Displacement laws, using integrals of the displaced molecule.
    d01 = m[0, 1] + nuclear * s
    d01_far = m_far[0, 1] + nuclear_far * s
    close(m_far[0, 1] - m[0, 1], -N_ELECTRONS * DISPLACEMENT * s)
    close(d01_far - d01, charge * DISPLACEMENT * s)

    # Explicitly orthogonalised wavefunctions against the closed formulas.
    ortho = symmetric_states(states)
    assert np.allclose(gram(ortho), np.eye(2), atol=1e-10)
    l01 = electronic_dipoles(z, ortho)[0, 1]
    l01_far = electronic_dipoles(z_far, ortho)[0, 1]
    close(l01, symmetric_formula(m, s))
    close(l01, l01_far)
    total = m + nuclear * gram(states)
    mean_total = (total[0, 0] + total[1, 1]) / 2
    close(l01 - d01, (s**2 * d01 - s * mean_total) / (1 - s**2))
    residual = psi1 - s * psi0
    residual /= np.linalg.norm(residual)
    g01 = electronic_dipoles(z, [psi0, residual])[0, 1]
    g01_far = electronic_dipoles(z_far, [psi0, residual])[0, 1]
    close(g01, fixed_ground_formula(m, s))
    close(g01, g01_far)

    # Raw dipole at two special origins. At the nuclear charge centre it
    # equals D01 only for a neutral molecule; an ion has a charge term.
    nuclear_centre = nuclear / mol.atom_charges().sum()
    electron_centre = -(m[0, 0] + m[1, 1]) / (2 * N_ELECTRONS)
    z_n, _ = position_data(mol, basis, -nuclear_centre)
    z_e, _ = position_data(mol, basis, -electron_centre)
    raw_at_nuclear_centre = electronic_dipoles(z_n, states)[0, 1]
    close(raw_at_nuclear_centre, d01 - charge * nuclear_centre * s)
    close(electronic_dipoles(z_e, states)[0, 1], l01 * (1 - s**2))

    # Control: promotion without orbital relaxation.
    frozen = determinant_tensor(unit[:, [0, particle]], unit[:, :2])
    frozen_s = np.vdot(psi0, frozen)
    frozen_m = electronic_dipoles(z, [psi0, frozen])[0, 1]
    frozen_far = electronic_dipoles(z_far, [psi0, frozen])[0, 1]
    close(frozen_s, 0.0)
    close(frozen_m, frozen_far)

    # Adding the spin-flipped partner removes the triplet component.
    partner = psi1.transpose(2, 3, 0, 1)
    t = np.vdot(psi1, partner)
    adapted = psi1 + partner
    adapted /= np.linalg.norm(adapted)
    spin_states = [psi0, adapted]
    spin_s = gram(spin_states)[0, 1]
    spin_m = electronic_dipoles(z, spin_states)
    factor = np.sqrt(2 / (1 + t))
    close(spin_s, factor * s)
    close(spin_m[0, 1], factor * m[0, 1])
    spin_d = spin_m[0, 1] + nuclear * spin_s
    spin_l = electronic_dipoles(z, symmetric_states(spin_states))[0, 1]
    close(spin_l, symmetric_formula(spin_m, spin_s))
    spin_g = fixed_ground_formula(spin_m, spin_s)
    ci_gap, ci_dipole = full_ci_transition(mol, ground, z, z_far)

    print(f'{name}: bond {bond:.1f} bohr, charge {charge:d} e, '
          f'{n} basis functions')
    print(f' ground energy {ground.e_tot:.6f} hartree')
    print(f' Delta-SCF gap {excited.e_tot - ground.e_tot:.5f} hartree')
    print(f' excited <S^2> {excited.spin_square()[0]:.4f} (hbar^2)')
    print(f' overlap s {s:.6f} (no unit)')
    print(f' M00, M11 {m[0, 0]:.5f}, {m[1, 1]:.5f} e*bohr')
    print(f' nuclear dipole {nuclear:.5f} e*bohr')
    print(f' total D00, D11 {total[0, 0]:.5f}, {total[1, 1]:.5f} e*bohr')
    print(f' raw M01: start, moved {m[0, 1]:.5f}, {m_far[0, 1]:.5f} e*bohr')
    print(f' with nuclei D01: start, moved {d01:.5f}, {d01_far:.5f} e*bohr')
    print(f' symmetric L01: start, moved {l01:.5f}, {l01_far:.5f} e*bohr')
    print(f' fixed-ground G01 {g01:.5f} e*bohr')
    print(f' nuclear charge centre {nuclear_centre:.5f} bohr')
    print(f' raw M01, origin at that centre '
          f'{raw_at_nuclear_centre:.5f} e*bohr')
    print(f' mean electron centroid {electron_centre:.5f} bohr')
    print(f' unrelaxed: |overlap| {abs(frozen_s):.1e}, '
          f'|dipole| {abs(frozen_m):.5f} e*bohr')
    print(f' spin partner overlap t {t:.6f} (no unit)')
    print(f' spin-adapted overlap {spin_s:.6f} (no unit)')
    print(f' spin-adapted raw M01 {spin_m[0, 1]:.5f} e*bohr')
    print(f' spin-adapted with nuclei D01 {spin_d:.5f} e*bohr')
    print(f' spin-adapted symmetric L01 {spin_l:.5f} e*bohr')
    print(f' spin-adapted fixed-ground G01 {spin_g:.5f} e*bohr')
    print(f' full CI gap {ci_gap:.5f} hartree')
    print(f' full CI |transition dipole| {ci_dipole:.5f} e*bohr')
    dipole_si = constants.physical_constants[
        'atomic unit of electric dipole mom.'][0]
    debye_per_au = dipole_si * constants.c / 1e-21
    print(f' |spin-adapted L01| {abs(spin_l) * debye_per_au:.4f} debye')


print(f'Displacement along z: {DISPLACEMENT:.1f} bohr; '
      f'electrons: {N_ELECTRONS}')
study('LiH', 'Li', 3.0, 0)
study('BeH+', 'Be', 2.5, 1)
print('tests ok')
```

Running it gives:

```
Displacement along z: 10.0 bohr; electrons: 4
LiH: bond 3.0 bohr, charge 0 e, 19 basis functions
 ground energy -7.981061 hartree
 Delta-SCF gap 0.10097 hartree
 excited <S^2> 0.9034 (hbar^2)
 overlap s 0.176229 (no unit)
 M00, M11 -5.30922, -1.20945 e*bohr
 nuclear dipole 3.00000 e*bohr
 total D00, D11 -2.30922, 1.79055 e*bohr
 raw M01: start, moved -1.57129, -8.62047 e*bohr
 with nuclei D01: start, moved -1.04260, -1.04260 e*bohr
 symmetric L01: start, moved -1.02885, -1.02885 e*bohr
 fixed-ground G01 -0.64575 e*bohr
 nuclear charge centre 0.75000 bohr
 raw M01, origin at that centre -1.04260 e*bohr
 mean electron centroid 0.81483 bohr
 unrelaxed: |overlap| 0.0e+00, |dipole| 0.59085 e*bohr
 spin partner overlap t 0.096635 (no unit)
 spin-adapted overlap 0.237992 (no unit)
 spin-adapted raw M01 -2.12197 e*bohr
 spin-adapted with nuclei D01 -1.40799 e*bohr
 spin-adapted symmetric L01 -1.36462 e*bohr
 spin-adapted fixed-ground G01 -0.88381 e*bohr
 full CI gap 0.12786 hartree
 full CI |transition dipole| 0.99243 e*bohr
 |spin-adapted L01| 3.4685 debye
BeH+: bond 2.5 bohr, charge 1 e, 19 basis functions
 ground energy -14.850164 hartree
 Delta-SCF gap 0.15371 hartree
 excited <S^2> 0.8818 (hbar^2)
 overlap s 0.158384 (no unit)
 M00, M11 -3.48688, -1.32702 e*bohr
 nuclear dipole 2.50000 e*bohr
 total D00, D11 -0.98688, 1.17298 e*bohr
 raw M01: start, moved -1.31300, -7.64837 e*bohr
 with nuclei D01: start, moved -0.91704, 0.66680 e*bohr
 symmetric L01: start, moved -0.95575, -0.95575 e*bohr
 fixed-ground G01 -0.77046 e*bohr
 nuclear charge centre 0.50000 bohr
 raw M01, origin at that centre -0.99623 e*bohr
 mean electron centroid 0.60174 bohr
 unrelaxed: |overlap| 0.0e+00, |dipole| 0.77640 e*bohr
 spin partner overlap t 0.118215 (no unit)
 spin-adapted overlap 0.211819 (no unit)
 spin-adapted raw M01 -1.75597 e*bohr
 spin-adapted with nuclei D01 -1.22642 e*bohr
 spin-adapted symmetric L01 -1.25498 e*bohr
 spin-adapted fixed-ground G01 -1.04100 e*bohr
 full CI gap 0.19094 hartree
 full CI |transition dipole| 1.04654 e*bohr
 |spin-adapted L01| 3.1898 debye
tests ok
```
